Fitting a DFTB repulsive potential as a curvature-constrained spline to force differences, part 2

In density-functional tight binding (DFTB), E = E_el + Σ_{A<B} V(r_AB), in atomic units. The pair repulsion V is fitted to reference minus electronic forces; E_el = 2 Σ_occ ε_i with H c_i = ε_i S c_i and tabulated H, S.

Knots are r_j = r_0 + jh, r_n = r_c, L = nh. The cubic spline V has a_j = V″(r_j), a_n = 0 and V(r_c) = V′(r_c) = 0:

−V′(r) = ∫_r^{r_c} V″ ds and V(r) = ∫_r^{r_c} (s − r) V″(s) ds.

With y_+ = max(y, 0), V = Σ a_j U_j,

U_j = [(r_{j+1} − r)_+³ − 2(r_j − r)_+³ + (r_{j−1} − r)_+³]/(6h),
U_j′ = −[(r_{j+1} − r)_+² − 2(r_j − r)_+² + (r_{j−1} − r)_+²]/(2h).

For atom A, Cartesian component k and e_AB = (R_A − R_B)/r_AB, the fit is

A_{(Ak), j} = −Σ_B U_j′(r_AB) e_AB,k,  b = F^ref − F^el,  minimise ‖A a − b‖².

Also a = D g/h with (Dg)_j = g_j − g_{j−1} and g_{n−1} = g_n = 0. On interval i, with t = (r − r_i)/h,

V′ = g_{i−1} (1 − t)²/2 + g_i (1 + 2t − 2t²)/2 + g_{i+1} t²/2.

The element Gram matrix integrates products of these three pieces over t.

For dimer data, three adjacent empty intervals give the null vector a_k = +1/h, a_{k+1} = −1/h; an empty first interval also loses rank.

For dense dimer data, ρ per bohr, the singular values of A obey σ_min² = ρh³/μ and σ_max² ≈ ρh(2L/π)² (energy fit: ρh(L/β)⁴), so

κ_F = σ_max/σ_min ≈ (2/π) √μ n = 0.6366 × 9.192 n = 5.85 n.

Independent force noise σ gives interior a_j standard deviation σ√(K/(ρh³)) and neighbour correlation K₁/K, with K, K₁ computed from α, β′. The model has L = 2 bohr, n = 20, 200 points and σ = 0.010 Ha/bohr.

If the p-th derivative of V is the first to jump at r_c, by J, entry plus exit at speed v with Verlet step Δt gives an energy error

δE_rms = J (vΔt)^p √(2|B_{2p}|/(2p)!) (B_{2p}: Bernoulli numbers).

**Curvature constraints**

A piecewise linear V″ is nonnegative if and only if its knot values are, so a ≥ 0 is convexity. The two integrals for −V′ and V then have nonnegative integrands: V′ ≤ 0 and V ≥ 0. Convexity still allows a sequence such as large, small, large. The stronger condition uses d_k = a_k − a_{k+1}, so that a_j = Σ_{k≥j} d_k, or a = Td with T the upper triangular matrix of ones. On interval k, V‴ = −d_k/h, so d ≥ 0 makes V″ nonincreasing, V‴ cannot change sign, and the total variation Σ|d_k| telescopes to a_0.

Both cases are non-negative least squares (NNLS): minimise ‖Bd − b‖² over d ≥ 0, with B = A or B = AT. The half-gradient is w = Bᵀ(Bd − b). At a minimum no feasible move lowers the objective: a component d_k > 0 can move both ways, so w_k = 0, and a component d_k = 0 can increase, so w_k ≥ 0. The objective is convex, so these Karush–Kuhn–Tucker (KKT) conditions are also sufficient.

Let a_u be the free solution, a_c the constrained one and a* any point of the cone. The segment from a_c to a* is feasible, so A(a* − a_c)·(Aa_c − b) ≥ 0. Since b − Aa_u is orthogonal to the range of A, b may be replaced by Aa_u. Expanding A(a_u − a*) = A(a_u − a_c) + A(a_c − a*), the cross term is twice that nonnegative product, and

‖A(a_c − a*)‖² + ‖A(a_u − a_c)‖² ≤ ‖A(a_u − a*)‖².

If the true potential lies in the cone, the constraint cannot increase the rms error of the fitted forces over the data, although single forces may get worse. The inequality concerns forces and does not bound the curvature error. For the model with a*_j = 2(1 − j/n)² Ha/bohr², over 200 noise samples, the rms error of a_j (j ≥ 3) is 0.089 free, 0.081 convex and 0.048 monotone, and the mean variation of V″ is 3.28, 2.99 and 2.06 against the true 2, all in Ha/bohr²; other draws of 200 samples move the rms errors by about 0.001 and the variations by up to 0.04. In an interior three-interval gap the null move (+τ, −τ) on a_k, a_{k+1} changes d_{k−1}, d_k, d_{k+1} by −τ, +2τ, −τ, so monotonicity confines it to −d_k/2 ≤ τ ≤ min(d_{k−1}, d_{k+1}); the move is bounded but the solution need not be unique. If the first interval is empty, a_0 enters no row and has no upper bound under either constraint.

If the true V has an attractive region, the fitted dimer force −V′ ≥ 0 cannot follow it. Shifting a* down by 0.2 Ha/bohr² leaves a noiseless rms residual of 0.038 Ha/bohr under either constraint, against rounding level for the free fit.

**Procedure and cost**

  tabulate H(r), S(r); choose r_0 ≤ shortest distance, r_c, n
  for each geometry: b ← F_ref − F_el
    for each pair with r < r_c: rows of A −= e U′(r); rows of B += e U′(r)
  singular values of the design matrix; if rank < n, remove knots or add data
  free fit by QR or SVD; inspect signs of a and d
  d ← NNLS(AT, b); a ← Td; verify d ≥ 0, w ≥ 0, d_k w_k = 0
  compare free and constrained residuals; a rise well beyond the noise suggests a target outside the cone
  validate on held-out geometries

In the pair loop A and B label the atoms. Assembly costs O(n) per pair in a variables, because U_j′ ≠ 0 for r < r_{j+1}, and three entries per pair in g variables. QR of an m × n matrix costs O(mn²), and each active-set step of NNLS is one least-squares solve with at most n columns.

**Worked example: H–H**

The reference is restricted PBE/cc-pVDZ on a small grid with analytic forces, tested against the energy change by Simpson integration. It leaves out spin polarisation, basis completeness and the error of the functional; the aim is to reproduce this level. The electronic part has one STO-6G s orbital per atom, two-centre PBE matrix elements from the superposed densities of these orbitals with one electron each (more compact than the free PBE atom), and the level ε = −0.23859 Ha of the spin-unpolarised free atom (−0.23860 Ha in a larger atomic basis). At 1.4 bohr H = −0.36785 Ha and S = 0.65918, so E_el = 2(ε + H)/(1 + S) = −1.21288/1.65918 = −0.7310 Ha. All atoms in H₂ and rectangular H₄ are equivalent, Mulliken charges vanish (tested), and no charge self-consistency term arises. The data are 14 H₂ lengths from 0.95 to 2.90 bohr and four rectangles, giving 14 × 2 + 4 × 8 = 60 rows of which 14 + 8 = 22 are distinct; a 1.45 × 2.35 bohr rectangle is held out. The range is r_0 = 0.9 to r_c = 3.0 bohr. The reference H₂ has r_e = 1.454 bohr (0.769 Å) and k = 0.3489 Ha/bohr², so ω = √(0.3489/918.58) = 0.01949 Ha, or 4278 cm⁻¹; a finer grid and a smaller difference step give k = 0.3487 Ha/bohr² and 4276 cm⁻¹ at the same r_e.

Residual rms and held-out rms (Ha/bohr), sign changes of V‴, r_e (bohr), ω (cm⁻¹):

n = 7, free: 0.0113, 0.0050, 3, 1.490, 3932
n = 7, convex or monotone: 0.0153, 0.0109, 0, 1.479, 4226
n = 14, free: 0.0103, 0.0029, 12, 1.488, 3737
n = 14, convex: 0.0149, 0.0109, 1, 1.482, 4041
n = 14, monotone: 0.0149, 0.0109, 0, 1.483, 4063

The last digits depend on the integration grid: a finer one shifts ω by up to 6 cm⁻¹, r_e by less than 0.001 bohr and the held-out rms by up to 0.0002 Ha/bohr (0.0029 becomes 0.0031, 0.0109 becomes 0.0110), and leaves the sign changes and the ranking of the fits unchanged. The KKT conditions are tested for all constrained fits, and for n = 7 the NNLS minimum matches an exhaustive search over active sets. At n = 7 the convex solution a = (2.243, 0.722, 0.358, 0.167, 0, 0, 0) Ha/bohr² is already decreasing, so it is also the minimiser on the smaller monotone cone. At r = 1.4 bohr, h = 0.3 bohr, the knots 1.5, 1.8 and 2.1 lie 0.1, 0.4 and 0.7 above r. Then U₁ = 0.001/1.8, U₂ = (0.064 − 0.002)/1.8 = 0.0344, U₃ = (0.343 − 0.128 + 0.001)/1.8 = 0.1200, and

V = 0.0004 + 0.0123 + 0.0200 = 0.0327 Ha,
−V′ = [0.722 × 0.01 + 0.358 × 0.14 + 0.167 × 0.18]/0.6 = 0.146 Ha/bohr.

The H₂ target there is 0.135 Ha/bohr. An excess outward force of about 0.010 Ha/bohr divided by k estimates a lengthening of 0.03 bohr, comparable to the computed 1.479 − 1.454 = 0.026 bohr (unrounded values), 1.8% of the reference r_e.

The free fit with n = 14 oscillates strongly, with a_0 = −2.93 and a_1 = 3.08 Ha/bohr² (−3.12 and 3.14 on a finer integration grid, because this fit amplifies small force errors), and κ = 1550 where the dense-data law would give 82; for n = 7, κ = 57 against 41. The data layout amplifies errors at the inner end. The first two intervals hold one point each, 0.95 and 1.10 bohr, both at t = 1/3, where the pieces are 4/18, 13/18 and 1/18. The unknowns g_{−1} and g_0 enter no other rows, so these two points are interpolated, and 4g_{i−1} + 13g_i + g_{i+1} is fixed for i = 0, 1. An error δ in g_1 at fixed g_2 becomes −3.25δ in g_0 and (13 × 3.25 − 1)δ/4 = 10.3δ in g_{−1}, hence −13.6δ/h in a_0. That this chain accounts for the size of κ and for the values of a_0 and a_1 is a conjecture. Convexity alone clips a_0 to zero below a_1 = 2.16, while monotonicity gives a_0 = a_1 = 1.64 Ha/bohr². Relative to the reference, ω is low by 8% and 13% for the free fits and by 1% and 5% for the monotone fits at n = 7 and 14.

The constrained fits are nevertheless worse on the held-out forces. The target is outside the cone: the H₂ values turn negative from 2.30 bohr on, reaching −0.006 Ha/bohr, and the component along the long side of every rectangle is negative, down to −0.047 Ha/bohr, whereas a convex V pushes each corner of a rectangle outward in both directions. The constrained curvatures vanish from 2.1 bohr (n = 7) or 1.95 bohr (n = 14), so the held-out long side and diagonal feel no repulsion, and the full −0.0154 Ha/bohr stays in four of eight components. That alone gives 0.0154/√2 = 0.0109 Ha/bohr, the whole held-out error to this precision.

**Failure modes**

For dimer data, three adjacent empty intervals or an empty first interval produce null directions, and sparsely occupied intervals at r_0 can amplify errors strongly; the singular values show both. A target with attraction, as here, is biased by either cone, and no choice of cutoff removes this bias, because a convex V whose value and slope vanish at the cutoff never attracts. Possible remedies are a different electronic part or a constraint that permits one sign change of V″; neither is tried in the example. In the free fits the residual falls only from 0.0113 to 0.0103 Ha/bohr when n doubles from 7 to 14. With n close to the 22 distinct rows the fit can approach interpolation, and a small residual would then say little about the quality of V. Distances below r_0 are outside the fit, where the formulas merely continue V″ linearly to zero at r_0 − h. A small force error on held-out data does not certify curvatures: the fit with the best held-out forces has the worst frequency.

Table of computed values

```
120*element Gram rows: 6.000 13.000 1.000 | 13.000 54.000 13.000
edge constant mu = 84.485 ; cantilever root beta = 1.87510 (dimensionless)
n=40: kappa force 231.2 (law 234.1), energy 2.365e+04, g-variables 6.949
n=80: kappa force 465.4 (law 468.1), energy 9.582e+04, g-variables 6.953
n=80: three lowest sigma^2/(rho h^3): 0.01183 0.03342 0.03368 ; 1/mu 0.01184 ; 1/30 0.03333
n=80: sigma_max / law: force 0.9937, energy 0.9875
energy fit n=80 rounding error in a: QR 5.7e-13, normal equations 6.9e-08 Ha/bohr^2
alpha 1.3765 beta' 11.6235 K 8.3278 K1 -6.0590 K1/K -0.7276 (dimensionless)
model: L 2.0 bohr, n 20, N 200, sigma 0.010 Ha/bohr, a*_j = 2(1-j/n)^2 Ha/bohr^2
std a_j: law 0.0913, Monte Carlo 0.0907 Ha/bohr^2 ; correlation -0.726
sigma_min/sigma_max: two empty intervals 6.5e-03, three 1.3e-15
free     rms error a_j (j>=3) 0.0892, mean variation of V'' 3.280 Ha/bohr^2
convex   rms error a_j (j>=3) 0.0812, mean variation of V'' 2.989 Ha/bohr^2
monotone rms error a_j (j>=3) 0.0475, mean variation of V'' 2.059 Ha/bohr^2
noiseless a*-0.2 (outside cone) rms residual: 8.4e-16 0.0379 0.0379 Ha/bohr
jump order p=1: rms dE/(J (v dt)^p) Verlet 0.40166, law 0.40825
jump order p=2: rms dE/(J (v dt)^p) Verlet 0.05281, law 0.05270
jump order p=3: rms dE/(J (v dt)^p) Verlet 0.00819, law 0.00813
on-site level -0.23859 Ha ; at 1.4 bohr H = -0.36785 Ha, S = 0.65918
reference H2: re 1.4536 bohr = 0.7692 A, k 0.3489 Ha/bohr^2, omega 4278 cm^-1
H2 lengths 0.95 to 2.90 bohr, step 0.15 ; reduced mass 918.58 m_e
H4 sides (bohr), last held out: [(1.3, 2.2), (1.4, 2.6), (1.5, 2.0), (1.6, 2.8), (1.45, 2.35)]
H2 outward dF (Ha/bohr) 1-7 : 0.6040 0.3661 0.2234 0.1352 0.0796 0.0444 0.0223
H2 outward dF (Ha/bohr) 8-14: 0.0088 0.0009 -0.0034 -0.0054 -0.0062 -0.0063 -0.0060
H4 1.30 x 2.20 bohr outward dF x 0.2041, y -0.0171 Ha/bohr
H4 1.40 x 2.60 bohr outward dF x 0.1391, y -0.0071 Ha/bohr
H4 1.50 x 2.00 bohr outward dF x 0.1218, y -0.0472 Ha/bohr
H4 1.60 x 2.80 bohr outward dF x 0.0675, y -0.0067 Ha/bohr
H4 1.45 x 2.35 bohr outward dF x 0.1235, y -0.0154 Ha/bohr
n=7: r0 0.9, rc 3.0, h 0.30 bohr, 60 rows, kappa 56.55
 free: rms 0.01134, held-out 0.00500 Ha/bohr, V''' sign changes 3
  a (Ha/bohr^2): 2.200 0.740 0.323 0.291 -0.094 0.043 -0.043
  V(1.4 bohr) 0.02294 Ha, re 1.4903 bohr = 0.7886 A, omega 3932 cm^-1
 convex: rms 0.01529, held-out 0.01086 Ha/bohr, V''' sign changes 0
  a (Ha/bohr^2): 2.243 0.722 0.358 0.167 0.000 0.000 0.000
  V(1.4 bohr) 0.03272 Ha, re 1.4793 bohr = 0.7828 A, omega 4226 cm^-1
 monotone: rms 0.01529, held-out 0.01086 Ha/bohr, V''' sign changes 0
  a (Ha/bohr^2): 2.243 0.722 0.358 0.167 0.000 0.000 0.000
  V(1.4 bohr) 0.03272 Ha, re 1.4793 bohr = 0.7828 A, omega 4226 cm^-1
n=14: r0 0.9, rc 3.0, h 0.15 bohr, 60 rows, kappa 1550
 free: rms 0.01033, held-out 0.00288 Ha/bohr, V''' sign changes 12
  a (Ha/bohr^2): -2.931 3.075 0.298 0.620 0.280 0.407 -0.002 0.430 -0.252 0.029 0.037 -0.031 0.015 -0.058
  V(1.4 bohr) 0.02336 Ha, re 1.4877 bohr = 0.7872 A, omega 3737 cm^-1
 convex: rms 0.01487, held-out 0.01086 Ha/bohr, V''' sign changes 1
  a (Ha/bohr^2): 0.000 2.156 0.574 0.553 0.326 0.294 0.244 0.000 0.000 0.000 0.000 0.000 0.000 0.000
  V(1.4 bohr) 0.03118 Ha, re 1.4819 bohr = 0.7842 A, omega 4041 cm^-1
 monotone: rms 0.01488, held-out 0.01086 Ha/bohr, V''' sign changes 0
  a (Ha/bohr^2): 1.644 1.644 0.713 0.527 0.335 0.289 0.245 0.000 0.000 0.000 0.000 0.000 0.000 0.000
  V(1.4 bohr) 0.03123 Ha, re 1.4833 bohr = 0.7849 A, omega 4063 cm^-1
```
